\section*{Sublattice Green Functions and Gap-Edge Singularities of Staggered Bipartite Lattices, part 2}

In a bipartite lattice, hopping connects only A sites with B sites. Here every A site has energy $+D$ and every B site $-D$, with $D>0$, so the two energies differ by $2D$. Electrons are independent, and densities are per site and per spin unless stated otherwise. $H_0$ is the Hamiltonian without staggering and $H$ the full one, with Green functions $G^0(z)=(z-H_0)^{-1}$ and $G(z)=(z-H)^{-1}$. Their sublattice blocks obey the exact relations
\begin{equation*}
G_{AA}(z)=\frac{z+D}{w}\,G^0_{AA}(w),\qquad
G_{BB}(z)=\frac{z-D}{w}\,G^0_{BB}(w),\qquad
G_{AB}(z)=G^0_{AB}(w),
\end{equation*}
with $w=\sqrt{z^2-D^2}$. No state of $H$ lies at $|E|<D$.

The local densities of states are $\rho_A$ and $\rho_B$, with a superscript 0 at $D=0$. For equivalent sublattices the polarisation is
\begin{equation*}
P(E)=\frac{\rho_A-\rho_B}{\rho_A+\rho_B}=\frac{D}{E}\qquad(E>D).
\end{equation*}
If $\rho^0(q)\simeq C\,q^{a}$ near zero, the numbers of states per site between $D$ and $D+\epsilon$ are
\begin{equation*}
N_A\simeq\frac{2C}{a+1}(2D\epsilon)^{(a+1)/2},\qquad
N_B\simeq\frac{2C}{a+3}(2D)^{(a-1)/2}\epsilon^{(a+3)/2}.
\end{equation*}

Inside the gap, with $\kappa=\sqrt{D^2-E^2}>0$, the local elements are
\begin{equation*}
G_{AA}(E)=-(D+E)\int\frac{\rho^0_A(u)}{\kappa^2+u^2}\,du,\qquad
G_{BB}(E)=(D-E)\int\frac{\rho^0_B(u)}{\kappa^2+u^2}\,du .
\end{equation*}
At $E=D-\delta$, $\kappa^2\simeq2D\delta$. For finite and nonzero $\rho^0(0)$ the leading laws are
\begin{equation*}
G_{AA}\simeq-\pi\rho^0_A(0)\sqrt{\frac{2D}{\delta}},\qquad
G_{BB}\simeq\pi\rho^0_B(0)\sqrt{\frac{\delta}{2D}} .
\end{equation*}

The listing at the end also reports earlier checks. A random graph with 7 A sites, 5 B sites, complex hopping and $D=0.7$ tested the exact relations, which fail when a hopping of 0.5 between two A sites is added. Its surplus A sites give levels at $+D$. A dimerised chain with alternating hopping 1.0 and 0.6 and $D=0.3$ has a gap of its own, $D_0=0.4$ at $D=0$. Its edge therefore lies at $E_e=\sqrt{D^2+D_0^2}=0.5$, where the A and B densities have the ratio $(E_e+D)/(E_e-D)=4$.

\section{Four lattices and a gapped graphene sheet}

The symbols are those used above. Site energies are $+D$ on A and $-D$ on B, $\rho^0$ is the local density of states at $D=0$, and $q=\sqrt{E^2-D^2}$. For $|E|>D$,
\begin{equation}
\rho_A(E)=\frac{|E+D|}{q}\rho^0_A(q),\qquad \rho_B(E)=\frac{|E-D|}{q}\rho^0_B(q).
\end{equation}
If $\rho^0\simeq Cq^a$ near zero, then at $E=D+\epsilon$ the density varies as $\epsilon^{(a-1)/2}$ on A and as $\epsilon^{(a+1)/2}$ on B. What remains is to find $\rho^0$ near zero for a given lattice. In the four lattices below, all with nearest-neighbour hopping of magnitude $t$, the two sublattices are equivalent.

For the chain, the unstaggered band is $2t\cos k$ with $k$ uniformly distributed. In one period each energy $u$ inside the band occurs at two values of $k$, where $|du/dk|=2t|\sin k|=\sqrt{4t^2-u^2}$. Therefore
\begin{equation}
\rho^0_1(u)=\frac{2}{2\pi}\frac{1}{\sqrt{4t^2-u^2}}=\frac{1}{\pi\sqrt{4t^2-u^2}},\qquad
\rho^0_1(0)=\frac{1}{2\pi t}=\frac{0.1592}{t}.
\end{equation}
Here $a=0$. The staggered chain has an inverse-square-root divergence on A at the upper edge and a square-root onset on B.

For the square lattice the band is
\begin{equation}
2t(\cos k_x+\cos k_y)=4t\cos p\,\cos r,\qquad p=\frac{k_x+k_y}{2},\quad r=\frac{k_x-k_y}{2},
\end{equation}
and $p$ and $r$ may be averaged independently over a full period, since the map from $(p,r)$ to $(k_x,k_y)$ covers the zone uniformly. The variable $x=\cos p$ has the distribution $1/(\pi\sqrt{1-x^2})$, and so has $\cos r$. Write $s=q/(4t)$ with $q>0$. At fixed $x$ the condition $\cos r=s/x$ brings a factor $1/(4t|x|)$ from the delta function, so that
\begin{equation}
\rho^0_2(q)=\frac{2}{4\pi^2t}\int_s^1\frac{dx}{x\sqrt{1-x^2}\sqrt{1-s^2/x^2}}
=\frac{1}{2\pi^2t}\,I(s),\qquad
I(s)=\int_s^1\frac{dx}{\sqrt{(1-x^2)(x^2-s^2)}} .
\end{equation}
The factor 2 counts positive and negative $x$. The substitution $x=s/y$ leaves the integrand of $I$ unchanged and exchanges the ranges below and above $\sqrt s$. Thus $I$ is twice the integral from $\sqrt s$ to 1. In that range $s^2/x^2\le s$, so $x^2-s^2$ may be replaced by $x^2$ with a relative error of order $s$:
\begin{equation}
I(s)\simeq2\int_{\sqrt s}^1\frac{dx}{x\sqrt{1-x^2}}
=2\ln\frac{1+\sqrt{1-s}}{\sqrt s}\simeq\ln\frac4s ,
\end{equation}
and
\begin{equation}
\rho^0_2(q)\simeq\frac{1}{2\pi^2t}\ln\frac{16t}{q}.
\end{equation}
With $q\simeq\sqrt{2D\epsilon}$, the edge densities are those of the chain with the constant $\rho^0(0)$ replaced by a logarithm:
\begin{equation}
\rho_A\simeq\frac{1}{2\pi^2t}\sqrt{\frac{2D}{\epsilon}}\,\ln\frac{16t}{\sqrt{2D\epsilon}},\qquad
\rho_B\simeq\frac{1}{2\pi^2t}\sqrt{\frac{\epsilon}{2D}}\,\ln\frac{16t}{\sqrt{2D\epsilon}} .
\end{equation}
For the numbers of states it is easiest to integrate over $q$, using $dE=q\,dq/E$. Near the edge $(E+D)/E\simeq2$ and $(E-D)/E\simeq q^2/(2D^2)$. Up to $Q=\sqrt{2D\epsilon}$,
\begin{align}
N_A&\simeq2\int_0^Q\rho^0_2\,dq=\frac{Q}{\pi^2t}\left[\ln\frac{16t}{Q}+1\right],\\
N_B&\simeq\frac{1}{2D^2}\int_0^Qq^2\rho^0_2\,dq=\frac{Q^3}{12\pi^2tD^2}\left[\ln\frac{16t}{Q}+\frac13\right].
\end{align}

The band of the simple cubic lattice is the sum of a square-lattice band and a chain band with independent wavevectors, so its density is the convolution of the two. At zero energy, with $u=2t\sin\theta$,
\begin{equation}
\rho^0_3(0)=\int_{-2t}^{2t}\frac{\rho^0_2(|u|)}{\pi\sqrt{4t^2-u^2}}\,du
=\frac{1}{\pi^3t}\int_0^{\pi/2}I\!\left(\tfrac12\sin\theta\right)d\theta=\frac{0.1427}{t}.
\end{equation}
The logarithm at $u=0$ is integrable, and the singular points of the two factors do not coincide, so the density is finite and continuous near zero. Thus $a=0$ for the simple cubic lattice too. The reason is geometrical: staggering opens the gap over the whole smooth surface in wavevector space on which the unstaggered energy vanishes. Only the direction across that surface matters, as in a chain. Three dimensions alone do not ensure this. In the diamond lattice, for example, the unstaggered energy vanishes only on lines, and the density goes to zero there.

In the honeycomb lattice the unstaggered energies are $\pm t|f|$ with $f=1+e^{ik_1}+e^{ik_2}$, where $k_1$ and $k_2$ are the phases along two primitive vectors. The sum vanishes when its three terms point $120^\circ$ apart, which happens at two points of the zone. Near either, with small deviations $q_1$ and $q_2$, the linear term has two unit phase factors whose relative angle has cosine $-1/2$. Hence
\begin{equation}
|f|^2\simeq q_1^2+q_2^2-q_1q_2 .
\end{equation}
This quadratic form has determinant $3/4$, so the region $t|f|<q$ is an ellipse of area $\pi(q/t)^2/\sqrt{3/4}$. The fraction of the zone, of area $4\pi^2$, lying in the two ellipses is
\begin{equation}
\frac{2}{4\pi^2}\,\frac{2\pi q^2}{\sqrt3\,t^2}=\frac{q^2}{\sqrt3\,\pi t^2}.
\end{equation}
At each wavevector the two states $\pm t|f|$ have weight one half on A, so this fraction equals $\int_{-q}^{q}\rho^0\,du=Cq^2$ for $\rho^0=C|u|$. Therefore
\begin{equation}
C=\frac{1}{\sqrt3\,\pi t^2}=\frac{0.1838}{t^2},\qquad a=1 .
\end{equation}
The factor $q$ now cancels, and as long as $\rho^0$ is linear the densities in the upper band are
\begin{equation}
\rho_A=C(E+D),\qquad \rho_B=C(E-D)\qquad(E>D).
\end{equation}
The A density jumps from zero to $2CD$ at the edge, while the B density starts linearly.

The laws for the counts were tested by diagonalizing the two-by-two Bloch Hamiltonian at evenly spread wavevectors, with $D=t$. The states per site between $D$ and $D+0.01t$ are:
\begin{center}
\begin{tabular}{lcccc}
 & $N_A$ & law & $N_B$ & law\\
chain & 0.0451 & 0.0450 & $7.51\times10^{-5}$ & $7.50\times10^{-5}$\\
square & 0.0821 & 0.0821 & $1.20\times10^{-4}$ & $1.21\times10^{-4}$\\
cubic & 0.0403 & 0.0404 & $6.66\times10^{-5}$ & $6.73\times10^{-5}$\\
honeycomb & 0.00369 & 0.00368 & $9.21\times10^{-6}$ & $9.19\times10^{-6}$
\end{tabular}
\end{center}
The counts carry a sampling error in the last digit shown. It is largest, 0.8 per cent, for the cubic $N_B$, whose converged value is $6.72\times10^{-5}$; the converged honeycomb counts are $0.00370$ and $9.23\times10^{-6}$. When the window is widened fourfold, the effective exponents of $N_A$ and $N_B$ are 0.50 and 1.50 for the chain and the cubic lattice, and 1.01 and 2.01 for the honeycomb lattice. The expected values are $(a+1)/2$ and $(a+3)/2$. The square lattice gives 0.41 and 1.39 instead of 0.50 and 1.50, because the logarithm falls as the window grows.

Just below the upper edge, at $E=D-10^{-4}t$ with $D=t$, matrix inversion for the chain gives $G_{AA}=-70.71/t$ and $G_{BB}=0.00354/t$. The leading laws give $-\tfrac12\sqrt{2\times10^4}/t=-70.7/t$ and $\tfrac12\sqrt{0.5\times10^{-4}}/t=0.00354/t$. For the honeycomb lattice the gap integral is logarithmic:
\begin{equation}
\int\frac{\rho^0(u)}{\kappa^2+u^2}\,du\simeq2C\int_0^\Lambda\frac{u\,du}{\kappa^2+u^2}\simeq C\ln\frac{\Lambda^2}{\kappa^2},\qquad
G_{AA}(D-\delta)\simeq-2CD\ln\frac{\Lambda^2}{2D\delta},
\end{equation}
where the constant $\Lambda$, of the order of the bandwidth, absorbs the regular remainder. The coefficient of the logarithm equals the height of the step. Inversion at $\delta=0.001t$ and $0.004t$ gives 0.3725 for this coefficient, against $2CD=0.3676$ in units of $1/t$, a difference of 1.3 per cent at these finite distances.

Graphene lying on hexagonal boron nitride with aligned crystal axes is a case where staggering matters. If both lattices were rigid, each carbon sublattice would sample all positions over the substrate equally, and the mean staggering would vanish to a first approximation. The lattices relax, however, and favour some relative positions over others, which leaves a mean energy difference between the sublattices. Here $D$ stands for the mean energy difference, whatever its sources; it is an input, not derived from the relaxation, and electron interactions may also contribute to it. Take the rough typical values $t=2.7$ eV, $D=25$ meV and lattice constant 0.246 nm. The slope is $C=0.1838/(2.7\ \text{eV})^2=0.0252\ \text{eV}^{-2}$, and the step on A is
\begin{equation}
2CD=2\times0.0252\times0.025\ \text{eV}^{-1}=1.26\times10^{-3}\ \text{eV}^{-1}
\end{equation}
per site and spin. With two spins and one A site per cell of $0.0524\ \text{nm}^2$, this is $4.8\times10^{12}\ \text{eV}^{-1}\text{cm}^{-2}$. At 25 meV above the edge, $E=50$ meV, so $\rho_A=0.0252\times0.075=1.89\times10^{-3}\ \text{eV}^{-1}$, $\rho_B=0.0252\times0.025=0.63\times10^{-3}\ \text{eV}^{-1}$ and $P=25/50=0.50$. The polarisation is 0.96 at 1 meV above the edge, 0.83 at 5 meV and 0.20 at 100 meV. At the last energy the linear form of $\rho^0$ still matches the bare honeycomb density to 0.07 per cent. The moiré potential of 10 meV discussed below matters more there: it raises the density by about 3 per cent and lowers the polarisation to 0.19, and at 25 meV above the edge it lowers 0.50 to about 0.49. The first 10 meV of the upper band hold $5.3\times10^{10}$ states per $\text{cm}^2$ on A and $4.8\times10^{9}$ on B.

A tunnelling spectrum that resolves one sublattice, taken with a weakly coupled tip of constant density of states, averages $\rho(E+x)$ over $x$ with the thermal weight $1/[4k_BT\cosh^2(x/2k_BT)]$. At $E=D$ half of this weight lies above the edge, and the mean of $x$ over that half contributes $k_BT\ln2$. When the lower band is out of thermal reach,
\begin{equation}
\bar\rho_A(D)=C(D+k_BT\ln2),\qquad \bar\rho_B(D)=C\,k_BT\ln2,\qquad
\bar P(D)=\frac{D}{D+2k_BT\ln2}.
\end{equation}
At 4.2 K, $k_BT=0.36$ meV and $\bar P=25/25.5=0.98$. At 300 K, $k_BT=25.85$ meV exceeds $D$ and both bands contribute. The full average then gives a polarisation of 0.25 at the edge, and the density at midgap reaches 0.61 of the step, so the gap is largely filled in.

Charge puddles shift the local spectrum from place to place, provided they are wide compared with the decay length of a midgap state, $\hbar v/D\simeq23$ nm, where $v$ is the electron velocity in unstaggered graphene. If the shifts then have a Gaussian spread of 10 meV, a rough value, averaging the shifted spectra over a large area gives a polarisation of 0.76 at the edge and a midgap density of 0.7 per cent of the step. For narrower puddles these figures overstate the smearing. For wide puddles at 4.2 K, the smearing of the area average outweighs thermal smearing.

Second-neighbour hopping $t'$ breaks the bipartite condition, but in the honeycomb lattice it adds the same term, $t'(|f|^2-3)$, to both diagonal elements of the Bloch Hamiltonian. The eigenvectors stay as they were, and the upper band becomes
\begin{equation}
E=t'(|f|^2-3)+\sqrt{D^2+t^2|f|^2}.
\end{equation}
At the edge $dE/d|f|^2=t'+t^2/(2D)$ replaces $t^2/(2D)$, which divides the step by $1+2Dt'/t^2$, provided the band minimum stays where $f=0$. For $t'=0.1$ eV the step falls by 0.07 per cent.

The mismatch of the two lattices also produces a moiré pattern with a period of about 14 nm. Near a zero of $f$ the unstaggered energy is $\hbar v$ times the wavevector deviation, with $\hbar v=\tfrac{\sqrt3}{2}\times0.246\times2.7=0.575$ eV nm. With $g$ the shortest moiré reciprocal vector, the bands fold at $\hbar vg/2=149$ meV. Near and above that energy the simple honeycomb density cannot be trusted. Lower down, a scalar moiré potential with six Fourier components of strength $V=10$ meV, again a rough value, couples the edge state to states near $\pm\hbar vg$. To second order in $V$ this changes the edge energy to $D(1-\eta)/(1+\eta)$ with
\begin{equation}
\eta=6\left(\frac{V}{\hbar vg}\right)^2=6\left(\frac{10}{298}\right)^2=0.0068 .
\end{equation}
This follows because each component contributes
\begin{equation}
\frac{V^2}{E-X}=\frac{V^2(E+X)}{E^2-X^2}\simeq-\frac{V^2(E+X)}{(\hbar vg)^2},
\end{equation}
where $X$ is the Hamiltonian at the shifted wavevector. In the sum over the six directions the kinetic part of $X$ cancels, and the staggering $\pm D$ remains, so that $E=D-\eta(E+D)$. The gap predicted in this way is $50\times0.9932/1.0068=49.3$ meV. Diagonalization with 49 plane waves gives 49.32 meV, and a B weight of 0.66 per cent in the state at the upper edge, where the uniform model has none. These numbers are for $V=+10$ meV. For $V=-10$ meV the gap is the same and the B weight is 0.69 per cent; terms of third order shift both edges together by about $\pm0.07$ meV.

Gaps of some tens of meV are the right order for well-aligned samples, but they vary from one sample to another, and $D=25$ meV is a representative choice. Real sheets are not uniform. Wide puddles of the assumed strength lower the area-averaged polarisation at the nominal edge from 0.98 to about 0.76, whereas a spectrum taken at one place is shifted rather than smeared. The moiré pattern also modulates the staggering and the hopping themselves, which is not included here. Nor is the Coulomb interaction, whose dimensionless strength $e^2/(4\pi\varepsilon_0\varepsilon_r\hbar v)$ is 0.63 if the media above and below the sheet have a mean dielectric constant $\varepsilon_r=4$. For a sheet open to a tunnelling tip, with vacuum above and a medium of dielectric constant 4 below, the mean is 2.5 and the strength is 1.0. Neither value is small, so $t$ and $D$ must be read as effective parameters for the energy range of interest, and the step height, proportional to $D/t^2$, inherits their uncertainty. The numerical output lists the computed values.

\section*{Computed results}
\begin{verbatim}
random graph: largest identity error 1.2e-15
same with A-A hopping added: error 0.21
random graph, 7 A and 5 B sites: 2 levels at +D
rho0(0): chain 0.1592, simple cubic 0.1427 (1/t)
honeycomb slope C = 0.1838 (1/t^2)
states per site from edge D to D+e, D = t, e = 0.01 t:
 chain: A 4.510e-02 (law 4.502e-02), B 7.51e-05 (law 7.50e-05)
   count exponents, e to 4e: A 0.50, B 1.50
 square: A 8.207e-02 (law 8.208e-02), B 1.20e-04 (law 1.21e-04)
   count exponents, e to 4e: A 0.41, B 1.39
 cubic: A 4.030e-02 (law 4.035e-02), B 6.66e-05 (law 6.73e-05)
   count exponents, e to 4e: A 0.50, B 1.50
 honeycomb: A 3.691e-03 (law 3.676e-03), B 9.21e-06 (law 9.19e-06)
   count exponents, e to 4e: A 1.01, B 2.01
dimerised chain t1=1.0, t2=0.6, D=0.3: edge 0.500, A/B ratio 4.00
chain, 1e-04 t below edge: G_AA -70.71, G_BB 0.00354 (1/t)
honeycomb log coefficient 0.3725, step 2CD 0.3676 (1/t)
EXAMPLE t=2.7 eV, D=25 meV, a=0.246 nm
cell area 0.0524 nm^2, gap 2D 50 meV
slope C 0.02521 1/eV^2, A step 1.260e-03 1/eV per site and spin
A step with spin 4.81e+12 1/(eV cm^2)
above edge (meV): rho_A, rho_B (1e-3/eV), polarisation
 1: 1.286, 0.025, 0.962
 5: 1.387, 0.126, 0.833
 25: 1.891, 0.630, 0.500
 100: 3.784, 2.523, 0.200
linear rho0 too low at last energy by 0.07 %
states in first 10 meV: A 5.29e+10, B 4.81e+09 1/cm^2
kT at 4.2 K = 0.36 meV
thermal 4.2 K: edge polarisation 0.980, midgap/step 0
kT at 300.0 K = 25.85 meV
thermal 300.0 K: edge polarisation 0.252, midgap/step 0.609
puddles 10 meV: edge polarisation 0.758, midgap/step 0.00701
second-neighbour t'=0.1 eV lowers step by 0.069 %
hbar v 0.575 eV nm, moire period 14 nm, folding at 149 meV
moire potential 10 meV: Dirac-point gap 49.32 meV,
  B weight of the upper edge state 0.66 %
Coulomb coupling (dielectric constant 4): 0.63
\end{verbatim}
